# Why dephasing can raise the conductance of a disordered film

**Q.** I cool a thin, degenerate oxide film and its conductance falls. Warming adds inelastic collisions, and the conductance rises. How can more scattering help a current?

**A.** An inelastic collision does two things. It may relax momentum, which lowers the conductance, and it disturbs the phase of the electron wave, which can raise it. The second effect matters because elastic disorder alone scatters an electron backwards more often than classical diffusion predicts. The excess comes from interference, and a loss of phase memory removes it.

I shall assume weak disorder, \(k_Fl\) well above 1, with Fermi wavevector \(k_F\) and mean free path \(l\). Scattering is isotropic, there is no magnetic field, and spin-orbit scattering is slower than dephasing. The algebra is in atomic units, \(\hbar=e=m_e=1\).

**Q.** Where does the excess backscattering come from?

**A.** Take an electron that enters with wavevector \(\mathbf k\), scatters first at \(\mathbf r_1\) and last at \(\mathbf r_N\), and leaves with \(\mathbf k'\). The same scatterers can be visited in reverse order. Time-reversal symmetry makes the two internal amplitudes equal, so the paths differ only in their end phases:

\[
e^{i(\mathbf k\cdot\mathbf r_1-\mathbf k'\cdot\mathbf r_N)}
\quad\text{and}\quad
e^{i(\mathbf k\cdot\mathbf r_N-\mathbf k'\cdot\mathbf r_1)} .
\]

Subtracting the second phase from the first gives \((\mathbf k+\mathbf k')\cdot(\mathbf r_1-\mathbf r_N)\). At \(\mathbf k'=-\mathbf k\) this vanishes for every such pair. Two equal amplitudes \(a\) then give \(|2a|^2=4|a|^2\) instead of the classical \(2|a|^2\), so the probability is doubled. Single scattering is not doubled, because its reverse is the same path.

For \(\mathbf k'=-\mathbf k+\mathbf q\) the phase difference is \(\mathbf q\cdot(\mathbf r_1-\mathbf r_N)\). Averaging over diffusive displacements during a time \(t\) gives the peak the profile

\[
\left\langle e^{i\mathbf q\cdot(\mathbf r_1-\mathbf r_N)}\right\rangle=e^{-Dq^2t},
\]

with \(D\) the diffusion constant. The peak has the height of the background and narrows with time.

**Q.** Can that doubling be seen without assuming diffusion?

**A.** Yes, by propagating waves numerically on a lattice. I used a periodic square lattice of 13 by 13 sites with unit hopping energy and random site energies spread uniformly over a width of 4. I compared the probability of reaching \(-\mathbf k\) at time 8 with that of reaching the mirror states \((-k_x,k_y)\) and \((k_x,-k_y)\), which have the same energy in the clean lattice. For start states inside the band, with mirror states well away from \(\pm\mathbf k\), the ratio averaged over 200 disorder patterns is 1.97, with a statistical scatter of about 0.03. It approaches 2 gradually, from about 1.8 at time 4 to 2.0 at time 16. With random phases of up to 1 radian on the hops, which break time-reversal symmetry, it is 1.00.

The average over all start states with both momentum components nonzero is only 1.78. The deficit comes mainly from states near the band edges whose mirror states lie one grid step from \(\pm\mathbf k\), where the ratio is about 1.5. This is what one expects if the finite width of the peak raises those mirror probabilities, although I have not separated that cause from others.

**Q.** How does a narrow peak in momentum become a change in conductance?

**A.** Through the velocity memory. Let \(\nu\) be the density of states per spin and per unit film area \(S\). The Einstein relation for both spins, and the diffusion constant, are

\[
G=2\nu D,\qquad D=\int_0^\infty\langle v_x(t)v_x(0)\rangle\,dt ,
\]

where \(G\) is the sheet conductance. Backscattering adds a negative part to the velocity correlation, so we need the total extra probability of being reversed at time \(t\).

Disorder broadens a plane wave of energy \(\varepsilon_k\) into the spectral function

\[
A(k,E)=\frac{1/\tau}{(E-\varepsilon_k)^2+1/(4\tau^2)},\qquad \int A\,dE=2\pi ,
\]

with \(\tau\) the scattering time. The start state therefore has energy distribution \(A/2\pi\). After many collisions at energy \(E\), the classical probability of one final state \(k'\) is \(A(k',E)/(2\pi\nu S)\). This is normalized, since \(\sum_{k'}A(k',E)/2\pi=\nu S\).

The peak has this same height at \(-\mathbf k\), and its profile must be summed over \(\mathbf q\). The sum \(\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}\) is the volume times \(\delta(\mathbf R)\), so it selects paths whose ends coincide:

\[
\sum_{\mathbf q}\left\langle e^{i\mathbf q\cdot(\mathbf r_1-\mathbf r_N)}\right\rangle=S\,P(t).
\]

Here \(P(t)\) is the return density per unit area, integrated over the film thickness. For long paths \(\mathbf q\) is small and \(A(k')\simeq A(k)\), so the extra reversed probability is

\[
\delta p(t)=\frac{P(t)}{2\pi\nu}\int\frac{dE}{2\pi}A^2(k,E).
\]

With \(a=1/(2\tau)\) and \(\int du\,(u^2+a^2)^{-2}=\pi/(2a^3)=4\pi\tau^3\),

\[
\int\frac{dE}{2\pi}A^2=\frac{1}{2\pi\tau^2}\,4\pi\tau^3=2\tau,
\qquad \delta p(t)=\frac{\tau P(t)}{\pi\nu}.
\]

A reversed electron contributes \(-v_x^2\) to the correlation. Probability is conserved, so the background falls to compensate, but that change is isotropic and carries no mean velocity. Using \(D=\langle v_x^2\rangle\tau\),

\[
\delta\langle v_x(t)v_x(0)\rangle=-\langle v_x^2\rangle\frac{\tau P}{\pi\nu}=-\frac{D}{\pi\nu}P(t).
\]

Integrating over time and multiplying by \(2\nu\) gives, to leading order in weak disorder,

\[
\delta G=-\frac{2D}{\pi}\int P(t)\,dt .
\]

The density of states has cancelled. The interference loss is set by how often diffusing electrons return.

**Q.** Where does the dephasing time enter, and why does it not remove the classical probability too?

**A.** Let a fluctuating potential \(V(\mathbf r,s)\) act during the walk. A path visits \(\mathbf r(s)\) at time \(s\), while its reverse is then at \(\mathbf r(t-s)\). Their phase difference, up to a sign, is

\[
\varphi=\int_0^t\left[V(\mathbf r(s),s)-V(\mathbf r(t-s),s)\right]ds .
\]

Suppose the noise is Gaussian, independent from site to site, and short-lived, with \(\langle V(s)V(s')\rangle=\Gamma\delta(s-s')\) on one site. Each term contributes \(\Gamma t\) to the variance, so \(\langle\varphi^2\rangle=2\Gamma t\), apart from the times when both partners share a site. This can happen near mid-path and, for a closed path, also near its start and end, which together are a small part of a long path. Then

\[
\langle e^{i\varphi}\rangle=e^{-\langle\varphi^2\rangle/2}=e^{-\Gamma t}\equiv e^{-t/\tau_\varphi}.
\]

In the classical term a path multiplies its own complex conjugate, and the phase cancels. The electron still arrives, but its two routes no longer interfere.

On the same lattice, with \(\Gamma=0.10\) and \(t=8\), the backscattering excess falls to 0.48 of its noiseless value. The exponential gives 0.45. The difference of about 0.03 persists with more samples and finer time steps, so it is not scatter alone. The shared-site effect has the right sign, but I have not isolated it. The ratio to the background is about 1.7, larger than \(1+0.48\), so the background itself has fallen, to about 0.68 of its noiseless value. Noise this short-lived also scatters electrons, at the rate \(\Gamma\), evenly over all momenta and so largely to other energies; that estimate gives 0.66. In this test \(e^{-\Gamma t}\) is therefore also the fraction of electrons that escape such a kick, so it checks the decay rate but does not separate dephasing from momentum relaxation.

Inserting the factor gives

\[
\delta G=-\frac{2D}{\pi}\int_0^\infty P(t)\,e^{-t/\tau_\varphi}\left(1-e^{-t/\tau_0}\right)dt .
\]

The last factor, with \(\tau_0\) the elastic time, suppresses times too short for diffusion. Its form is a convention. At fixed \(D\) and \(\tau_0\),

\[
\frac{\partial\,\delta G}{\partial(1/\tau_\varphi)}=\frac{2D}{\pi}\int_0^\infty tP(t)e^{-t/\tau_\varphi}\left(1-e^{-t/\tau_0}\right)dt>0 ,
\]

so faster dephasing makes the negative correction smaller.

**Q.** What does this give for a thin film?

**A.** In two dimensions \(P(t)=1/(4\pi Dt)\). Put \(\alpha=1/\tau_\varphi\) and \(\beta=1/\tau_\varphi+1/\tau_0\). Since \(e^{-\alpha t}-e^{-\beta t}=t\int_\alpha^\beta e^{-st}ds\),

\[
\int_0^\infty\frac{e^{-\alpha t}-e^{-\beta t}}{t}\,dt=\int_\alpha^\beta\frac{ds}{s}=\ln\frac{\beta}{\alpha}.
\]

The prefactor is \((2D/\pi)/(4\pi D)=1/(2\pi^2)\), and therefore

\[
\delta G=-G_0\ln\left(1+\frac{\tau_\varphi}{\tau_0}\right),\qquad
G_0=\frac{1}{2\pi^2}\;\left(=\frac{e^2}{2\pi^2\hbar}=12.33\ \mu\text{S}\right).
\]

The logarithm appears because each factor of \(e\) in time contributes equally to the returns.

**Q.** My film is 10 nm thick. Is it thin enough?

**A.** Compare the thickness \(d\) with the dephasing length \(L_\varphi=\sqrt{D\tau_\varphi}\). No current crosses the surfaces, so the transverse diffusion modes are \(\cos(n\pi z/d)\), with decay rates \(Dn^2\pi^2/d^2\):

\[
P(t)=\frac{1}{4\pi Dt}\sum_{n=0}^\infty e^{-Dn^2\pi^2t/d^2}.
\]

Each mode adds its decay rate to both \(\alpha\) and \(\beta\). With \(y^2=d^2\alpha/D\), so that \(y=d/L_\varphi\), and \(Y^2=d^2\beta/D\),

\[
\delta G=-G_0\sum_{n=0}^\infty\ln\frac{Y^2+n^2\pi^2}{y^2+n^2\pi^2}.
\]

The term \(n=0\) is \(\ln(Y^2/y^2)\). For the others, the product \(\sinh Y=Y\prod_{n\ge1}[1+Y^2/(n^2\pi^2)]\) gives \(\ln[(\sinh Y/Y)/(\sinh y/y)]\). Together,

\[
\delta G=-G_0\ln\frac{Y\sinh Y}{y\sinh y}.
\]

When \(Y\ll1\), this returns the thin-film result. When only \(y\ll1\), the dependence on \(\tau_\varphi\) is still \(-G_0\ln\tau_\varphi\), but the constant changes. In the thick case, \(y\gg1\), the hyperbolic sines become exponentials and

\[
\delta G\simeq-G_0\left[Y-y+\ln(Y/y)\right].
\]

The leading gain from dephasing is then \(G_0d/L_\varphi\), proportional to thickness as a bulk effect must be.

**Q.** Surely I cannot gain for ever by adding collisions?

**A.** No. Suppose that each inelastic collision destroys the phase, so that these collisions occur at the rate \(1/\tau_\varphi\). As an unfavourable case, let every one of them also randomize the direction of motion, and so relax momentum at the same rate. Set \(x=\tau_0/\tau_\varphi\). The total momentum-relaxation rate is \((1+x)/\tau_0\), so the classical Drude conductance \(G_D\) becomes \(G_D/(1+x)\). The thin-film logarithm does not contain \(D\). Hence

\[
G(x)=\frac{G_D}{1+x}-G_0\ln\left(1+\frac1x\right),
\]

\[
\frac{dG}{dx}=-\frac{G_D}{(1+x)^2}+\frac{G_0}{x(1+x)} .
\]

Setting the derivative to zero gives \((1+x)/x=G_D/G_0\), or

\[
x=\frac{1}{G_D/G_0-1},\qquad \tau_\varphi=\left(\frac{G_D}{G_0}-1\right)\tau_0 .
\]

For longer \(\tau_\varphi\) dephasing raises the conductance, and for shorter \(\tau_\varphi\) momentum loss wins. The formula needs \(G_D\gg G_0\), so that the maximum lies at \(x\ll1\), where the electron is still diffusive. If only a fraction \(b\) of the collisions relaxes momentum, the loss slope near \(x=0\) is \(bG_D\) and the maximum moves to \(x\simeq G_0/(bG_D)\), provided this is still small.

**Q.** Does the rise and fall survive when localization is strong?

**A.** The first-order formula does not, but a small model shows the same pattern. I took a ring of 20 sites with unit hopping, site energies spread over a width of 4, and a rate \(\Gamma\) at which coherence between different sites decays. Solving the density-matrix equation numerically, with all states equally occupied and 10 disorder patterns averaged, gives \(D=0.070\), 0.933 and 0.040 for \(\Gamma=0.005\), 1 and 50. Only the pattern is reliable. With so few patterns the first value is uncertain by a factor of 2 or more, because rare patterns dominate the average, and the second by about 0.05.

Without disorder the velocity is conserved by the hopping and decays at the rate \(\Gamma\). Since \(\langle v^2\rangle=2\), \(D=2/\Gamma\), which gives 400, 2 and 0.04 for the same rates. Dephasing helps the disordered ring at first, but it only hinders the clean one.

**Q.** Put in numbers like those of my film.

**A.** I take round values in the rough range of degenerate amorphous indium zinc oxide: electron density \(n=2\times10^{20}\) cm\(^{-3}\), \(d=10\) nm, effective mass \(m=0.30\,m_e\) and elastic mobility \(\mu=30\) cm²/Vs. I choose \(\tau_\varphi=20\) ps at 4 K and let it vary as \(1/T\), so it is 4 ps at 20 K. These times are inputs, not measurements.

The Drude sheet conductance is \(ne\mu d=961\ \mu\)S, which is \(78.0\,G_0\). The elastic time is \(\tau_0=\mu m/e=0.00512\) ps. With \(k_F=(3\pi^2n)^{1/3}\), the mean free path is 3.57 nm and \(k_Fl=6.5\). Because \(l<d\), I use the three-dimensional \(D=v_F^2\tau_0/3=8.3\) cm²/s, with \(v_F\) the Fermi velocity. The dephasing length is then 129 nm at 4 K and 58 nm at 20 K, both well above the thickness.

On warming, \(\tau_\varphi\) falls by a factor of 5. The thin-film logarithm predicts a gain of

\[
12.33\ \mu\text{S}\times\ln5\simeq19.8\ \mu\text{S},
\]

and the finite-thickness formula gives the same to this accuracy. If every inelastic collision relaxes momentum, the Drude loss is

\[
961\ \mu\text{S}\times0.00512\left(\frac14-\frac1{20}\right)\simeq1.0\ \mu\text{S}.
\]

The net rise is 18.9 μS, or 2.3% of the total of 827 μS at 4 K.

The full interference loss at 4 K is 134 μS, about 14% of \(G_D\). That absolute value depends on the short-time convention. The change on warming hardly does, because \(Y\) is nearly the same at both temperatures.

**Q.** Where is the maximum, and on which side is room temperature?

**A.** The thin-film rule gives \(\tau_\varphi=(78.0-1)\times0.00512\simeq0.39\) ps. Maximizing the finite-thickness expression numerically gives 0.39 ps as well, with \(L_\varphi=18\) nm. Carrying the chosen \(1/T\) law to 300 K gives 0.27 ps, just beyond the maximum. The computed conductance there is only about 1 μS below the maximum of roughly 860 μS. The top is so flat that this difference is below the accuracy of the model. The side also depends on the \(1/T\) law, which need not hold up to 300 K, and on the assumption that every inelastic collision relaxes momentum. If only half of them do, the rule \(x\simeq G_0/(bG_D)\) puts the maximum near 0.20 ps, and room temperature is still on the rising side. The interaction correction discussed next is also left out. As a \(\ln T\) term of full size it would likewise move the maximum to about 0.19 ps, although that two-dimensional form no longer holds at 300 K, where the thermal length \(\sqrt{\hbar D/k_BT}\simeq5\) nm is below the thickness. The model therefore does not settle the question.

**Q.** Would a measured rise of 2% prove this mechanism?

**A.** No. Electron-electron interaction in a disordered film gives another logarithmic correction. I quote its size without deriving it: up to \(G_0\ln(20/4)\simeq20\ \mu\)S here, normally of the same sign, and reduced by a factor that depends on screening. It could roughly double the rise, so temperature dependence alone does not separate the two.

A perpendicular magnetic field helps. A loop of area \(L_\varphi^2\) and its reverse acquire a relative phase \(2eBL_\varphi^2/\hbar\). This reaches one radian at \(B=\hbar/(2eL_\varphi^2)\simeq20\) mT for the 4 K film. The field marks the onset of a gradual rise, not its completion. A conductance that starts to rise in fields of this order is evidence that paired paths were interfering.

**Q.** Indium is a heavy element. What if spin-orbit scattering is strong?

**A.** When it randomizes the spin well within the dephasing time, dephasing has the opposite effect. If a path rotates the spin by \(R\), its reverse rotates it by \(R^{-1}\). Summing over final spins and averaging over initial ones multiplies the interference by

\[
\tfrac12\operatorname{Tr}\left[R\,(R^{-1})^\dagger\right]=\tfrac12\operatorname{Tr}R^2 ,
\]

since \((R^{-1})^\dagger=R\). Write \(R=\cos\theta-i\,\mathbf n\cdot\boldsymbol\sigma\sin\theta\), with \(\mathbf n\) a unit vector and \(\boldsymbol\sigma\) the Pauli matrices. Then \(\tfrac12\operatorname{Tr}R^2=\cos2\theta=2\cos^2\theta-1\). A fully random rotation is a random point on the unit sphere in four dimensions, with \(\cos\theta\) as one coordinate. Its mean square is \(1/4\), so the factor averages to \(-1/2\).

Paths long enough to randomize the spin now favour conduction, and dephasing removes that benefit. Shorter paths still reduce the conductance, so the total interference correction can remain negative. If the spin is randomized in a time much shorter than \(\tau_\varphi\) at both temperatures, the same warming would change the interference part by about \(-9.9\ \mu\)S instead of \(+19.8\ \mu\)S. Whether your film is in this limit must be found from its magnetoconductance; the composition alone does not settle it.

**Q.** Which other assumptions should worry me in a real device?

**A.** Degeneracy is safe in this example. The bulk Fermi energy is 0.416 eV, which is 241 times \(k_BT\) at 20 K and 16 times at 300 K; hard-wall confinement at the same sheet density would raise it to about 0.46 eV. Thickness is less comfortable: \(k_Fd/\pi=5.8\), so only a few transverse subbands are occupied, and \(l/d=0.36\), so rough surfaces could lower \(G_D\) noticeably. At fixed \(\tau_\varphi\) and \(\tau_0\) the thin-film interference gain does not depend on \(G_D\), but the position of the maximum does.

The larger risk is a lightly doped transistor channel in which electrons must be thermally released from traps or cross potential barriers. Its conductance can also rise on warming, but through the number of mobile electrons or their passage over barriers. The return integral describes a metallic film, and it should not be fitted to such a channel.
